Hydrogen elimination from MH4 and the divalent-state stabilisation

**1. Four independent bonds**

Suppose that the central atom M of a hydride MH4 holds its four hydrogen atoms by bonds that take no notice of one another. Breaking any one of them costs the same energy B. To remove two hydrogen atoms costs 2B, and when these atoms combine, the bond energy D(H2) is returned. The reaction

MH4 → MH2 + H2     (1)

then has the energy

ΔH = 2B − D(H2).     (2)

Real hydrides depart from this picture because removing the first hydrogen changes the cost of removing the second. In silane the second costs much less than the first. The divalent-state stabilisation measures that difference. It can be defined without any assumption of independent bonds.

**2. The thermochemical cycle**

Let H(X) be the molar enthalpy of the ideal gas X at temperature T and standard pressure 1 bar. All species are taken at the same T, each in a stated electronic state. For the present these are the ground states. The two successive bond energies, strictly bond enthalpies, are

D1 = H(MH3) + H(H) − H(MH4),     (3)

D2 = H(MH2) + H(H) − H(MH3).     (4)

Each is positive when breaking the bond absorbs heat. The fragments are fully relaxed, so D2 belongs to the radical MH3 in its own equilibrium geometry. Neither quantity is the mean bond energy of MH4, which is one quarter of the enthalpy of complete atomisation. For hydrogen,

D(H2) = 2H(H) − H(H2).     (5)

Adding (3) and (4) cancels H(MH3), which appears once with each sign:

D1 + D2 = H(MH2) + 2H(H) − H(MH4).     (6)

Subtracting (5) cancels 2H(H):

D1 + D2 − D(H2) = H(MH2) + H(H2) − H(MH4).     (7)

The right side is products minus reactant for reaction (1). Therefore

ΔH_elim = D1 + D2 − D(H2).     (8)

Enthalpy is a function of state, so (8) holds whether or not the molecule passes through MH3. It says nothing about the rate. At 0 K the barrier to elimination equals the reaction energy plus the barrier of the reverse reaction, and bond energies do not supply the latter.

**3. Defining the stabilisation**

Define

S = D1 − D2.     (9)

Then D2 = D1 − S, and (8) becomes

ΔH_elim = 2D1 − S − D(H2).     (10)

For S = 0 this is equation (2) with B = D1. A positive S lowers the cost of elimination by S. Elimination would be thermoneutral if S reached 2D1 − D(H2), or equivalently if D2 fell to D(H2) − D1.

A second reading follows on inserting (3) and (4) into (9):

S = [H(MH3) + H(H) − H(MH4)] − [H(MH2) + H(H) − H(MH3)]
  = 2H(MH3) − H(MH4) − H(MH2).     (11)

The free hydrogen atom has dropped out. Thus the disproportionation

2MH3 → MH4 + MH2     (12)

has enthalpy −S. Positive S means that two trivalent radicals can release heat by becoming one tetravalent and one divalent molecule. S is a property of all three hydrides, and the name "divalent-state stabilisation" should not hide the part played by MH4 and MH3.

The electronic state of MH2 also matters. If a state higher by E_ex replaces the ground state, H(MH2) rises by E_ex. Equations (4), (8) and (9) then give

D2 → D2 + E_ex,  ΔH_elim → ΔH_elim + E_ex,  S → S − E_ex.     (13)

A quoted S is therefore incomplete until the state of MH2 is named.

**4. Why two electrons left on M can make S positive**

A small electronic model shows one source of S. Give M one s orbital of energy e_s and three p orbitals of energy e_p, with Δ = e_p − e_s > 0. Four tetrahedral hybrids are

h_i = s/2 + (√3/2)p_i,     (14)

where p_i points towards corner i. Two such directions have scalar product −1/3, so the matrix elements of the atomic Hamiltonian are

⟨h_i|H|h_i⟩ = (e_s + 3e_p)/4,
⟨h_i|H|h_j⟩ = e_s/4 + (3/4)(−1/3)e_p = −Δ/4.     (15)

Take the mean level in the first line as zero and give the hydrogen 1s orbital the same energy. Each hydrogen is coupled to its own hybrid by −β. Two electrons on the same hybrid or hydrogen site repel by U. The geometry stays tetrahedral when hydrogen leaves, and exchange between different hybrids is omitted.

First set Δ = 0. Each bond is now a separate two-site problem with two electrons. Let |c⟩ be the singlet with one electron per site, and |i⟩ the even combination of the two doubly occupied configurations. Hopping of amplitude −t connects them by −2t: either electron can move, and the normalised combinations turn these two paths into a factor 2. The energies obey

E(E − U) = 4t²,
E = [U − √(U² + 16t²)]/2     (16)

for the lower root. With t = β, and zero energy for the separated neutral sites, the bond energy is

B = [√(U² + 16β²) − U]/2.     (17)

A vacated hybrid keeps one electron at zero energy. Hence D1 = D2 = B and S = 0, as in Section 1.

Now restore Δ. In MH2 the two vacated hybrids are coupled by −Δ/4. Their two electrons form another two-site problem, with t = Δ/4 in (16). The singlet is lowered by

P = [√(U² + Δ²) − U]/2.     (18)

For U = 0 both electrons enter (h_3 + h_4)/√2. The s amplitude of this orbital is (1/2 + 1/2)/√2 = 1/√2, so it has half s character, against one quarter in a single hybrid. This is the gain from forming a lone pair, P = Δ/2. For U ≫ Δ, expanding the square root gives P ≈ Δ²/(4U): repulsion keeps the electrons apart and weakens the gain. In a triplet, equal spins cannot share a hybrid, and the two hopping terms cancel in the antisymmetric orbital state. Then P is replaced by zero.

The hybrids also mix with the bonds. For β much larger than Δ and U, second-order perturbation theory gives the leading effect. Write τ = Δ/4, and let b_i and a_i be the bonding and antibonding orbitals at −β and +β, so that h_i = (b_i + a_i)/√2. Repulsion alters the denominators below only at relative order U/β.

Between two bonds, an electron can pass from b_i to a_j. The amplitude is −τ/2 and the excitation energy 2β. With n bonds there are n(n − 1) ordered pairs and two spins, so the lowering is

2n(n − 1)(τ²/4)/(2β) = n(n − 1)τ²/(4β).     (19)

Between a bond and m vacated hybrids, let c be the sum of the annihilation operators of those hybrids for one spin. An electron can go from b_i into the vacated hybrids, or from them into a_i. Each amplitude carries −τ/√2 and each excitation costs β. The two processes add to

(τ²/2β)⟨cc† + c†c⟩ = mτ²/(2β),     (20)

because the anticommutator of c and c† equals m. The result does not depend on how the vacated hybrids are filled, so it is the same for singlet and triplet. Two spins and n bonds give nmτ²/β. Since m = 4 − n, the total lowerings are

MH4: 3τ²/β,
MH3: (3/2 + 3)τ²/β = 9τ²/(2β),
MH2: (1/2 + 4)τ²/β = 9τ²/(2β).     (21)

The model energies, without the free hydrogen atoms, are therefore

E4 = −4B − 3τ²/β,
E3 = −3B − 9τ²/(2β),
E2 = −2B − P − 9τ²/(2β).     (22)

From D1 = E3 − E4 and D2 = E2 − E3,

D1 = B − 3τ²/(2β),  D2 = B − P.     (23)

Subtracting and using τ² = Δ²/16,

S = P − 3Δ²/(32β) + O(β⁻²).     (24)

Pairing in MH2 lowers D2 and raises S. Mixing lowers D1 and reduces S. The second effect arises because the four bonds of MH4 gain less from mixing than three bonds and one vacated hybrid do.

Equation (24) requires β ≫ Δ, U. For β = 2.8 eV, Δ = 6.0 eV and U = 4.0 eV, chosen as round illustrative values, this condition fails. Here Δ is close to the s–p separation in a silicon atom, but U is well below the free-atom repulsion (ionisation energy minus electron affinity), which is about 7 eV for silicon and 13 eV for hydrogen. Diagonalising the model in its complete many-electron space, by full configuration interaction, gives

D1 = 3.634 eV,  D2 = 2.880 eV,  S = 0.754 eV.     (25)

The isolated bond energy (17) is 3.946 eV. The pairing term is P = (√52 − 4)/2 = 1.606 eV, and (24) gives 0.400 eV. The limiting law gives the right direction for both effects but overstates each. It lowers D1 by 3Δ²/(32β) = 1.205 eV where the full model lowers it by 0.312 eV, and D2 by 1.606 eV where the full model lowers it by 1.066 eV. Its S, about half that of the full model, results from a partial cancellation of these errors. If MH2 is held in its triplet state, the full model gives S = −0.417 eV. For these parameters, singlet pairing is what makes S positive. The model does not decide which elements show a positive S. Carbon has a somewhat larger s–p separation than silicon, and with Δ = 7.4 eV the model again gives a positive S and a singlet MH2, whereas S is negative for methane and methylene has a triplet ground state. The fixed geometry also omits the relaxation of singlet silylene from the tetrahedral angle to about 92°, which is worth roughly 20 kJ/mol.

**5. Keeping the temperature consistent**

Bond energies are often needed at a temperature other than the one at which they are given. Let θ(X) = H(X,T) − H(X,0). Equation (3) gives

D1(T) = D1(0) + θ(MH3) + θ(H) − θ(MH4),     (26)

and (4) and (5) give the analogous relations for D2 and D(H2).

For an ideal gas, θ = RT² d(ln q)/dT, where q is the partition function at fixed standard pressure p°, measured from the lowest level. For a nonlinear molecule treated as a rigid rotor with harmonic vibrations,

q = (2πmkT/h²)^(3/2) (kT/p°) (g√π/σ) √[T³/(θ_Aθ_Bθ_C)] ∏(1 − e^(−x_j))⁻¹.     (27)

Here m is the molecular mass, g the spin degeneracy, σ the symmetry number, θ_A, θ_B and θ_C the rotational temperatures, and x_j = hcν̃_j/(kT). Translation at fixed pressure contributes T^(5/2) and rotation T^(3/2). Differentiation gives

θ = 4RT + RT Σ x_j/(e^(x_j) − 1).     (28)

A hydrogen atom has θ = 5RT/2. For H2, θ is 5RT/2 plus the mean rotational and vibrational energy.

The equilibrium constant of (1) follows from the same functions. With ν_X = −1 for MH4 and +1 for each product,

ln K = −ΔH_elim(0)/(RT) + Σ ν_X ln q_X.     (29)

Differentiating term by term,

RT² d(ln K)/dT = ΔH_elim(0) + Σ ν_X θ(X) = ΔH_elim(T).     (30)

The slope of ln K for the direct reaction thus contains the same enthalpy as the cycle through MH3.

**6. A silane-like example**

Take D1 = 380 kJ/mol and D2 = 290 kJ/mol at 298.15 K. These are round parameters in the rough range of silane.

The hydrogen bond energy is computed. Coupled-cluster theory with single and double excitations is complete for two electrons within a given basis. In the cc-pVQZ basis it gives a well depth of 456.6 kJ/mol. Solving the vibrational Schrödinger equation on a grid, with a potential curve from the cc-pVTZ basis, gives a zero-point energy of 26.1 kJ/mol. Hence

D(H2, 0 K) = 456.6 − 26.1 = 430.5 kJ/mol.     (31)

Adding 2θ(H) − θ(H2), with the rotational levels summed using their nuclear-spin weights, raises this to 434.4 kJ/mol at 298.15 K. These values are not converged to the digits shown. The cc-pV5Z basis gives a well depth of 457.5 kJ/mol and the basis limit lies near 458 kJ/mol, so D(H2) is too small, and ΔH_elim below too large, by 1.5 to 2 kJ/mol. Relativity and corrections to the Born–Oppenheimer separation are also left out.

Equations (9) and (8) give

S = 380 − 290 = 90 kJ/mol,     (32)

ΔH_elim = 380 + 290 − 434.4 = 235.6 kJ/mol = 2.442 eV.     (33)

With D1 held fixed and S set to zero, the result would be 760 − 434.4 = 325.6 kJ/mol. By (12), two MH3 radicals release 90 kJ/mol on disproportionation. This is a little under 1 eV, so the model value in (25) has the right sign and scale, though its parameters were not fitted to this example. The size depends on U. With U = 7 eV on every site and β raised to 3.37 eV so that D1 = 3.94 eV, the model gives S = 0.60 eV, and with U = 13 eV it gives 0.40 eV.

For the thermal terms, M has mass 28 u and all M–H lengths are 1.50 Å. MH4 and MH3 have tetrahedral angles, and MH2 has an angle of 92°. The stretching wavenumbers are 2200 cm⁻¹ (four), 2150 cm⁻¹ (three) and 2000 cm⁻¹ (two) for MH4, MH3 and MH2. The bending wavenumbers are 950 cm⁻¹ (five) for MH4, 900 cm⁻¹ (two) and 750 cm⁻¹ for MH3, and 1000 cm⁻¹ for MH2. The symmetry numbers are 12, 3 and 2. MH3 is a doublet, and the other two are singlets.

Equation (26) and its analogue give D1 = 373.9 and D2 = 284.2 kJ/mol at 0 K. The elimination enthalpy there is

373.9 + 284.2 − 430.5 = 227.6 kJ/mol.     (34)

S changes by less than 1 kJ/mol between the two temperatures, while ΔH_elim changes by 8.0 kJ/mol. Combining D1 and D2 at 298.15 K with D(H2) at 0 K would make ΔH_elim too large by 3.9 kJ/mol.

**7. From enthalpy to conversion**

At 900 K, (30) gives ΔH_elim = 239.5 kJ/mol. Heating from 298.15 K has changed the enthalpy by only 3.9 kJ/mol. Entropy has a much larger effect on the equilibrium. Equation (29) gives a standard Gibbs energy of 111.1 kJ/mol, so

ΔS = (239.5 − 111.1)/900 kJ/(mol K) ≈ 143 J/(mol K).     (35)

One molecule becomes two, and the added translational freedom favours elimination. The equilibrium constant is K = 3.58 × 10⁻⁷ for a standard pressure of 1 bar. Within the same rigid-rotor, harmonic description, K reaches unity at 1691 K.

Start with one mole of pure MH4 and let a fraction α dissociate at total pressure p. The amounts are 1 − α, α and α, with total 1 + α. If p is expressed in bar,

K = [αp/(1 + α)]² / [(1 − α)p/(1 + α)] = α²p/(1 − α²).     (36)

Multiplying out gives K = α²(K + p), and hence

α = √[K/(K + p)].     (37)

At 1 Torr, or 1.333 × 10⁻³ bar, α = 1.64 %. Lower pressure favours the side with more molecules.

This number is sensitive to the bond energies. An error of 10 kJ/mol in ΔH_elim changes K at 900 K by a factor 3.81. Since K ≪ p here, α varies nearly as √K and changes by about 1.95. The basis error in D(H2) alone, once removed, raises K by 20 to 30 % and α to about 1.85 %. Ignoring S altogether, at fixed D1, would make K too small by a factor 1.67 × 10⁵.

The excited state of MH2 has little effect on the equilibrium. Place a triplet at a round 85 kJ/mol above the singlet and give both states the same vibrational and rotational functions. The triplet-to-singlet population ratio at 900 K is then 3exp(−85/RT) = 3.5 × 10⁻⁵, with RT in kJ/mol. Yet a reaction constrained to produce triplet MH2 would require 235.6 + 85 = 320.6 kJ/mol at 298.15 K if the thermal difference between the states is neglected. By (13), its S would be 5 kJ/mol. The model of Section 4 gives −0.417 eV for the triplet, so its agreement with this example is limited to the singlet. It omits exchange between hybrids, which favours parallel spins, but adding this term alone does not reconcile the two states. An exchange integral of 0.5 eV between hybrids, with its pair-transfer partner, raises the triplet S to −0.08 eV and lowers the singlet S to 0.29 eV.

**8. What changes in a real precursor**

Silane is a common precursor for depositing silicon from the gas phase. The chosen bond energies are typical of silane, and its divalent product, silylene, has a singlet ground state. Methylene, the carbon analogue, has a triplet ground state. Values of S for the two molecules therefore refer to different kinds of electronic state unless (13) is used to bring them to the same one.

A reactor breaks the assumption that reaction (1) stands alone. Silylene reacts with silane and with surfaces, so it need not accumulate to its equilibrium pressure. If reaction (1) itself stays in equilibrium, mass action gives

p(H2)/p(MH4) = K/p(MH2),     (38)

with pressures in bar. Reducing p(MH2) a hundredfold raises this ratio a hundredfold at fixed temperature. The conversion of 1.64 % is therefore no ceiling on silane consumption in a reactor. Conversely, if the hydrogen pressure is held at 1 Torr, the equilibrium ratio p(MH2)/p(MH4) is 3.58 × 10⁻⁷/(1.333 × 10⁻³) = 2.7 × 10⁻⁴, and more hydrogen lowers it in inverse proportion.

If elimination is too slow to reach equilibrium during the residence time of the gas, (38) does not apply and a rate constant is needed. The enthalpy relation (8) remains valid in either case, since it compares the states of the molecules and not the speed at which they interconvert.
